\section*{Quantum-Well Level Broadening from One-Monolayer Width Fluctuations}

\section*{Question}

The interfaces of a quantum well are not perfectly flat: its width differs by one monolayer from place to place. How large is the resulting spread of the lowest confined level and of the lowest electron-hole transition energy, how does it scale with the well width, and over what range of widths and barrier heights can that scaling be trusted?

\section*{Answer}

\subsection*{What is being estimated}

Let the growth direction be $z$, the mean well width $L$ and the monolayer thickness $a\ll L$. Half of the area has width $L-a/2$ and the other half $L+a/2$. The terraces are taken to be so wide that the motion along $z$ adjusts to the local width, so each region has its own confinement energy $E(L\mp a/2)$, measured from the bottom of the well. The basic quantity is the step
\begin{equation}
\Delta E=E(L-a/2)-E(L+a/2)>0 .
\label{eq:def}
\end{equation}
A state that sits on a single terrace has one of two energies with equal probability. Each lies $\Delta E/2$ from their mean, so the rms broadening is
\begin{equation}
\sigma=\frac{\Delta E}{2}.
\label{eq:rms}
\end{equation}
The carrier has a single effective mass $m$, the same in well and barrier, and a parabolic band. In real wells the barrier mass is often different, which changes the matching condition and the size of the step: for the electron of the worked case below, a barrier mass of $0.092\,m_e$ at the same barrier height, with $\psi'/m$ continuous, lowers the 10 nm step from 1.45 to 1.33 meV and moves the maximum of the slope from 1.6 to 1.3 nm. Valence-band mixing is left out. So is the Coulomb attraction between electron and hole: for an exciton line, the change of binding energy with $L$ would have to be added to what follows.

\subsection*{Impenetrable barriers}

If the wavefunction vanishes at both walls, the lowest state is half a wavelength wide, $k=\pi/L$, and
\begin{equation}
E(L)=\frac{\hbar^2k^2}{2m}=\frac{\pi^2\hbar^2}{2mL^2}.
\label{eq:hard}
\end{equation}
The difference in (\ref{eq:def}) can be taken without expanding. Over a common denominator,
\begin{align}
\frac{1}{(L-a/2)^2}-\frac{1}{(L+a/2)^2}
&=\frac{(L+a/2)^2-(L-a/2)^2}{(L^2-a^2/4)^2}\nonumber\\
&=\frac{2aL}{L^4\,(1-a^2/4L^2)^2}.
\end{align}
Multiplication by $\pi^2\hbar^2/2m$ gives
\begin{equation}
\Delta E=\frac{\pi^2\hbar^2a}{mL^3}\,\frac{1}{(1-a^2/4L^2)^2}
\simeq\frac{\pi^2\hbar^2a}{mL^3}\left(1+\frac{a^2}{2L^2}\right).
\label{eq:cube}
\end{equation}
This is the inverse-cube law. The energy goes as $L^{-2}$, and a fixed change of width picks out its derivative. For $a=0.3$ nm and $L=10$ nm the correction $a^2/2L^2$ is $4.5\times10^{-4}$, and it is dropped from here on (at 3 nm it is 0.5\%, which would turn the 143 meV of the table below into 144 meV).

For an electron-hole transition the confinement energies of both carriers add to the band gap. Both fall when the well widens, so their steps add with the same sign:
\begin{equation}
\Delta E_{\rm tr}=\frac{\pi^2\hbar^2a}{L^3}\left(\frac1{m_{\rm el}}+\frac1{m_{\rm h}}\right)
=\frac{\pi^2\hbar^2a}{\mu L^3},
\label{eq:trans}
\end{equation}
where $m_{\rm el}$ and $m_{\rm h}$ are the effective masses along $z$ and $\mu$ is their reduced mass. With impenetrable barriers the lighter carrier contributes more; with finite barriers this order can reverse in very narrow wells.

\subsection*{Barriers of finite height}

Real barriers let the wavefunction leak out, and this changes both the size of the step and its scaling. Let the potential be zero for $|z|<L/2$ and $V$ outside. The even ground state is
\begin{equation}
\psi=A\cos kz\ \ (|z|<L/2),\qquad \psi=B\,e^{-\kappa(|z|-L/2)}\ \ (|z|>L/2),
\end{equation}
with $E=\hbar^2k^2/2m$ and $V-E=\hbar^2\kappa^2/2m$. Adding these two relations gives $k^2+\kappa^2=k_0^2$, where $k_0=\sqrt{2mV}/\hbar$. Define
\begin{equation}
\theta=\frac{kL}{2},\qquad P=\frac{k_0L}{2}.
\end{equation}
Since the mass is the same on both sides, $\psi$ and $\psi'$ are continuous at $z=L/2$:
\begin{equation}
A\cos\theta=B,\qquad kA\sin\theta=\kappa B .
\end{equation}
Dividing the second by the first gives $\kappa=k\tan\theta$. Then $k_0^2=k^2(1+\tan^2\theta)=k^2/\cos^2\theta$. For the ground state $0<\theta<\pi/2$, so the positive root applies:
\begin{equation}
\cos\theta=\frac{k}{k_0}=\frac{\theta}{P},\qquad E=V\cos^2\theta,\qquad \kappa=k_0\sin\theta .
\label{eq:match}
\end{equation}
On this interval $\cos\theta$ falls from 1 to 0 while $\theta/P$ rises from 0, so there is one solution.

Now move the right-hand wall outward by a small $\delta$. The potential drops by $V$ in a strip of width $\delta$ and is unchanged elsewhere. First-order perturbation theory gives the energy change $-V|\psi(L/2)|^2\delta$. The energy depends on the width and not on the position of the well, so
\begin{equation}
\frac{dE}{dL}=-V\,|\psi(L/2)|^2 .
\label{eq:hf}
\end{equation}
The sensitivity to roughness is thus the barrier height times the probability density at the wall. That density follows from normalization. The well contributes $A^2[L/2+\sin(kL)/2k]$, and the two tails contribute $B^2/2\kappa$ each. With $\sin kL=2\sin\theta\cos\theta$ and $B=A\cos\theta$,
\begin{equation}
1=A^2\left[\frac L2+\frac{\sin\theta\cos\theta}{k}+\frac{\cos^2\theta}{\kappa}\right].
\end{equation}
Because $1/k=\tan\theta/\kappa$, the second term equals $\sin^2\theta/\kappa$. It combines with the third to give $1/\kappa$, so $A^2=2/(L+2/\kappa)$ and
\begin{equation}
|\psi(L/2)|^2=A^2\cos^2\theta=\frac{E}{V}\,\frac{2}{L+2/\kappa}.
\label{eq:density}
\end{equation}
Inserting this in (\ref{eq:hf}), the barrier height cancels:
\begin{equation}
\frac{dE}{dL}=-\frac{2E}{L+2/\kappa},\qquad
\Delta E\simeq\frac{2Ea}{L+2/\kappa}.
\label{eq:finite}
\end{equation}
When $V\to\infty$ at fixed $L$, the decay length $1/\kappa$ vanishes, $E$ tends to (\ref{eq:hard}), and the inverse-cube law returns. The second relation in (\ref{eq:finite}) replaces a difference by a derivative. Since the two widths lie symmetrically about $L$, the first neglected term is of third order in $a$. For the two carriers of the example below, at widths of 2, 5, 10 and 20 nm, direct diagonalization with one wall displaced by a monolayer differs from the linear estimate by at most about 0.1\% of that estimate.

\subsection*{What strong confinement has to mean}

For a high barrier, $P\gg1$, equation (\ref{eq:match}) can be solved by expansion. Writing $\cos\theta=\sin(\pi/2-\theta)$,
\begin{equation}
\frac\pi2-\theta=\arcsin\frac\theta P=\frac\theta P+\frac{\theta^3}{6P^3}+\dots
\end{equation}
Without the cubic term, $\theta=(\pi/2)/(1+1/P)$. Since $L/P=2/k_0$, the wavenumber is
\begin{equation}
k=\frac{2\theta}{L}\simeq\frac{\pi}{L(1+1/P)}=\frac{\pi}{L+2/k_0}.
\end{equation}
The well acts as a hard-walled one that is wider by $1/k_0$ on each side. Differentiating $E=\hbar^2k^2/2m$ at fixed $k_0$ gives
\begin{equation}
\left|\frac{dE}{dL}\right|\simeq\frac{\pi^2\hbar^2}{m\,(L+2/k_0)^3}.
\label{eq:shifted}
\end{equation}
The relative error is of order $P^{-3}$: that is the size of the neglected term, and differentiating a power of $L$ leaves the relative order unchanged. Numerically, the error falls by a factor 7.8 when $P$ is doubled from 50 to 100, close to the 8 expected.

The step therefore follows an inverse cube in the shifted width $L+2/k_0$. Its local exponent in the actual width is
\begin{equation}
p=-\frac{d\ln|dE/dL|}{d\ln L}\simeq\frac{3L}{L+2/k_0}=\frac{3}{1+1/P}.
\label{eq:exponent}
\end{equation}
This approaches 3 slowly, with a deficit of about $3/P$. The regime of the inverse-cube law is $P\gg1$. The level then lies far below the top of the barrier, but a level that merely looks deep is not enough: in the worked case below, the electron level at 10 nm lies at 13\% of the barrier height, and its exponent is only 2.25. At a given barrier height, making the well narrower reduces $P$ and leads away from that regime, even though the confinement energy rises.

\subsection*{The opposite limit: a very narrow well}

Multiplying numerator and denominator of (\ref{eq:finite}) by $\kappa/2$ and using (\ref{eq:match}),
\begin{equation}
\left|\frac{dE}{dL}\right|=\frac{E\kappa}{1+\kappa L/2}
=Vk_0\,\frac{\cos^2\theta\,\sin\theta}{1+P\sin\theta}.
\label{eq:universal}
\end{equation}
For $P\to0$ the matching condition gives $\theta\simeq P$, and the slope becomes $Vk_0P=mV^2L/\hbar^2$. It vanishes linearly with $L$: most of the wavefunction is then in the barrier, and little density is left at the wall.

The slope thus rises from zero and later falls, so it has a maximum. To locate it, put $P=\theta/\cos\theta$ in (\ref{eq:universal}), which makes the fraction $\cos^3\theta\sin\theta/(\cos\theta+\theta\sin\theta)$. The derivative of the denominator is $\theta\cos\theta$, so the logarithmic derivative vanishes when
\begin{equation}
\cot\theta-3\tan\theta=\frac{\theta}{1+\theta\tan\theta}.
\end{equation}
The right side is positive, so a root needs $\tan\theta<1/\sqrt3$, or $\theta<\pi/6$. In that range the left side decreases. The derivative of the right side has the sign of $1-\theta^2/\cos^2\theta$, which is positive there, so the right side increases. There is one root, and it corresponds to $P=0.537$ for every mass and barrier height in this model. Below the width $L=2P/k_0$ set by this value, a narrower well gives that carrier a smaller step. The two carriers of a transition have different $k_0$, so the maximum of their summed step lies between their two widths.

\subsection*{A worked case}

Take round model parameters: $m_{\rm el}=0.07\,m_e$ and $m_{\rm h}=0.35\,m_e$, with $m_e$ the free-electron mass, barriers of 250 meV for the electron and 150 meV for the hole, and $a=0.3$ nm. The constant needed is $\hbar^2/m_e=76.20$ meV\,nm$^2$, and $\mu=0.05833\,m_e$. For $L=10$ nm, impenetrable barriers would give
\begin{equation}
\Delta E_{\rm tr}=\frac{\pi^2\times76.20\times0.3}{0.05833\times10^3}\ \text{meV}=3.87\ \text{meV}.
\end{equation}

With the finite barrier, the electron has $1/k_0=1.4755$ nm and $P=5/1.4755=3.389$. The matching condition gives $\theta=1.2067$, so $E=250\cos^2\theta=31.70$ meV and $1/\kappa=1.4755/\sin\theta=1.579$ nm. Hence
\begin{equation}
\Delta E_{\rm el}=\frac{2\times31.70\times0.3}{10+2\times1.579}\ \text{meV}=1.45\ \text{meV}.
\end{equation}
For the hole, $1/k_0=0.8519$ nm, $P=5.869$, $\theta=1.3404$, $E=7.823$ meV and $1/\kappa=0.875$ nm, so
\begin{equation}
\Delta E_{\rm h}=\frac{2\times7.823\times0.3}{10+2\times0.875}\ \text{meV}=0.40\ \text{meV}.
\end{equation}
The transition step is $1.45+0.40=1.85$ meV, or $6.8\times10^{-5}$ hartree, and the rms broadening for states on single terraces is 0.92 meV. The hard-wall estimate is too large by a factor of 2.1.

The shifted cube (\ref{eq:shifted}) removes most of this discrepancy. For the electron it gives
\begin{equation}
\left|\frac{dE}{dL}\right|\simeq\frac{\pi^2\times76.20}{0.07\times(10+2.951)^3}\ \frac{\text{meV}}{\text{nm}}=4.95\ \frac{\text{meV}}{\text{nm}},
\end{equation}
against 4.82 meV/nm from (\ref{eq:finite}), so the shifted cube is 3\% too high. For the hole, with its larger $P$, the same formula gives 1.34 against 1.33 meV/nm.

The transition steps at other widths, in meV, with the local exponent of the finite-barrier step, are:
\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & hard walls & finite barriers & exponent\\
\hline
3 & 143 & 16.5 & 1.19\\
5 & 30.9 & 7.73 & 1.77\\
10 & 3.87 & 1.85 & 2.32\\
15 & 1.15 & 0.69 & 2.52\\
20 & 0.48 & 0.33 & 2.63
\end{tabular}
\end{center}
Halving the width from 10 to 5 nm multiplies the broadening by 4.2, where the pure cube law predicts 8. At 3 nm the hard-wall formula is too large by a factor of almost 9. The exponent grows with width because $P$ does, but it is still well below 3 at 20 nm.

How high would the barrier have to be for the electron in a 10 nm well to show an exponent of 2.9? Equation (\ref{eq:exponent}) gives $P=29$, and the full matching condition gives 29.07. The barrier is then
\begin{equation}
V=\frac{\hbar^2}{2m}\left(\frac{2P}{L}\right)^2
=\frac{76.20\times(5.814)^2}{2\times0.07}\ \text{meV}\simeq18\ \text{eV},
\end{equation}
more than seventy times the barrier assumed here. The number lies far outside the range of a one-band effective-mass model. Its use is to show that, at this width and mass, the pure cube law is a limit and not a working description.

The maximum of the electron slope lies at $L=2\times0.537\times1.4755\simeq1.6$ nm, where it reaches 49 meV/nm. Diagonalization gives monolayer steps of 11.4, 14.8 and 10.4 meV at half this width, at this width and at twice this width, which confirms the turnover. The hole slope peaks at 0.9 nm, so the transition step keeps rising below 1.6 nm and turns over only near 1.2 nm. A well of about five monolayers is at the edge of what a continuum description can support, so the existence of the turnover is more reliable than its position.

\subsection*{Terraces smaller than the state}

Equation (\ref{eq:rms}) assumes one terrace per state. Suppose instead that the lateral probability density of the state is fixed by something else and covers many islands. To first order in the thickness variation, its energy shift is the average of the local shifts,
\begin{equation}
\epsilon=\sum_i p_i\,\epsilon_i,\qquad \epsilon_i=\pm\frac{\Delta E}{2},
\end{equation}
where $p_i$ is the probability of finding the particle on island $i$. This holds only if the islands do not reshape the lateral state: the coupling they cause between lateral levels must be small compared with the spacing of those levels, which sets an upper limit on the size of the state. For a transition, electron and hole are given the same $p_i$. If the islands are independent and both signs are equally likely, the cross terms average to zero and
\begin{equation}
\sigma=\frac{\Delta E}{2}\sqrt{\sum_ip_i^2}.
\end{equation}
For square islands of side $d$ and a density $w(r)=e^{-r^2/R^2}/(\pi R^2)$ with $R\gg d$, each $p_i\simeq d^2w(r_i)$. The sum becomes an integral with one island per area $d^2$:
\begin{equation}
\sum_ip_i^2\simeq d^2\!\int\! w^2\,d^2r=\frac{d^2}{\pi^2R^4}\,\frac{\pi R^2}{2}=\frac{d^2}{2\pi R^2},
\qquad
\sigma\simeq\frac{\Delta E}{2}\,\frac{d}{\sqrt{2\pi}\,R}.
\end{equation}
For the 10 nm transition with $R=3d$, the broadening drops from 0.92 to $0.92/(3\sqrt{2\pi})=0.12$ meV. With harmonic lateral confinement and these steps, the first-order rms of each carrier holds to about 1\% up to $R=60$ nm and is too high by 10\% or more at $R=120$ nm. Random island patterns give a value 2\% below the formula. A deficit is expected, since $p_i^2=(\int_i w\,d^2r)^2\le d^2\int_i w^2\,d^2r$ on each island by the Cauchy--Schwarz inequality; sampling scatter also contributes, and the two are not separated here.

The averaging changes the size of the broadening. Within this first-order treatment it leaves the dependence on well width untouched, as long as $d$ and $R$ do not themselves vary with $L$.

The single-terrace limit has its own condition. Confining a carrier of isotropic mass $m$ to a square terrace of side $D$ costs about $\pi^2\hbar^2/(mD^2)$ in lateral energy, if the edges are treated as hard. The real edge is only as high as the step, so this overestimates the lateral energy of the lowest state on a wide terrace, but it still sets the scale. This must be small compared with the step. With (\ref{eq:cube}),
\begin{equation}
\frac{\pi^2\hbar^2}{mD^2}\ll\frac{\pi^2\hbar^2a}{mL^3}
\quad\Longrightarrow\quad D\gg L\sqrt{\frac La}.
\end{equation}
For $L=10$ nm and $a=0.3$ nm the right side is 58 nm. Using the smaller finite-barrier step of the electron, 1.45 meV, raises it to $\sqrt{\pi^2\times76.20/(0.07\times1.45)}\simeq86$ nm. On terraces much larger than this, by a factor of about four or more for a checkerboard pattern, the fluctuation appears mainly as two levels separated by about $\Delta E$, and they can be resolved if other sources of linewidth are smaller than that separation. These lengths are for a free carrier and need the in-plane mass, which for holes can be much lighter than the mass along $z$. For an exciton line on terraces larger than the exciton, the total mass $m_{\rm el}+m_{\rm h}$ and the transition step enter instead, and the same estimate gives about 31 nm. The numerical output below lists the levels, finite-barrier slopes and monolayer steps of the worked case.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/m_e = 76.200 meV nm^2
monolayer a = 0.3 nm; reduced mass = 0.05833 m_e
electron: mass 0.07 m_e, barrier 250 meV, L = 10 nm
  1/k0 = 1.4755 nm, P = 3.3887
  theta = 1.2067 rad, E = 31.702 meV
  1/kappa = 1.5790 nm, L+2/kappa = 13.158 nm
  wall density = 0.019275 1/nm
  |dE/dL| = 4.8186 meV/nm
  step, finite barrier = 1.4456 meV
  step, diagonalized = 1.4460 meV
  step, hard walls = 3.2231 meV
hole: mass 0.35 m_e, barrier 150 meV, L = 10 nm
  1/k0 = 0.8519 nm, P = 5.8693
  theta = 1.3404 rad, E = 7.823 meV
  1/kappa = 0.8750 nm, L+2/kappa = 11.750 nm
  wall density = 0.008877 1/nm
  |dE/dL| = 1.3316 meV/nm
  step, finite barrier = 0.3995 meV
  step, diagonalized = 0.3996 meV
  step, hard walls = 0.6446 meV
transition: L (nm), hard step, finite step (meV), exponent
     3    143.250   16.529   1.187
     5     30.942    7.726   1.769
    10      3.868    1.845   2.317
    15      1.146    0.690   2.524
    20      0.483    0.328   2.633
10 nm transition step, finite = 1.845 meV = 6.781e-05 hartree
10 nm transition step, hard = 3.868 meV = 1.421e-04 hartree
10 nm rms, one island per state: finite 0.923 meV, hard 1.934 meV
finite step ratio, 5 nm to 10 nm = 4.187
hard-wall exponent from grid levels = 3.0016
10 nm exponent from diagonalization = 2.313
largest step error of linear estimate = 0.113 %
shifted-cube error ratio, P=50 to P=100: 7.770
maximum of |dE/dL| at P = 0.5372
  electron: L = 1.585 nm, |dE/dL| = 49.25 meV/nm
  diagonalized steps at half, full, twice this L: 11.35, 14.75, 10.42 meV
exponent 2.9 needs P = 29.07; electron, 10 nm: V = 18.39 eV
islands, R/d = 3: rms formula 0.1227 meV, random patterns 0.1206 meV
\end{verbatim}
